# First-order g tensor of an axial silicon dangling bond

## What symmetry and dimensions fix

A silicon atom with three intact bonds and one broken bond has a threefold axis, taken as $z$, and three mirror planes containing it. One unpaired electron occupies the broken bond. Its two spin states form a doublet, whose splitting in a weak field $\mathbf B$ is described by

$$H_{\rm eff}=\mu_B\sum_{ij}B_i\,g_{ij}\,S_j ,\qquad S=\tfrac12 .$$

Invariance under a 120° rotation removes every element linking $z$ to $x$ or $y$. It leaves $g_{xx}=g_{yy}$ and $g_{xy}=-g_{yx}$. Now choose $x$ in one of the mirror planes and reflect in the $xz$ plane. Field and spin are axial vectors, so their $x$ and $z$ components change sign and their $y$ components do not. The products $B_xS_y$ and $B_yS_x$ are odd and must vanish. Hence

$$g=\mathrm{diag}(g_\perp,\,g_\perp,\,g_\parallel).$$

Without spin-orbit coupling and without orbital degeneracy, both values equal the free-electron $g_e$. A correction linear in the spin-orbit constant $\zeta$, an energy, must be divided by another energy to be dimensionless. The energies available are the gaps between the dangling orbital and other levels, so the shift has the form $\zeta\times(\text{number})/(\text{gap})$.

Symmetry does not yet say that the number vanishes for $g_\parallel$. That follows from a property of the orbital: a function unchanged by every rotation about $z$ satisfies $l_z d=0$. A threefold axis guarantees less than this, and the difference returns below.

## Conventions

The electrons are independent, each with the Hamiltonian

$$H=H_0+\zeta\,\mathbf l\cdot\mathbf s+\mu_B\mathbf B\cdot(\mathbf l+g_e\mathbf s),\qquad g_e>0 .$$

Here $\mathbf l$ and $\mathbf s$ are in units of $\hbar$, and $\mathbf l$ acts on the central atom's orbitals about its own nucleus. From $l_x=-i(y\partial_z-z\partial_y)$ and its cyclic partners, acting on $p_x=xf(r)$, $p_y=yf(r)$, $p_z=zf(r)$,

$$l_xp_z=-ip_y,\quad l_yp_z=ip_x,\quad l_zp_z=0,\quad l_xp_y=ip_z,\quad \mathbf l\,s=0 .$$

The derivatives of $f(r)$ cancel because a rotation does not change $r$.

## Simplest case: a single p shell

Let $d=p_z$ at energy zero, with $p_x$ and $p_y$ both at energy $E>0$ and empty. Put the field along $x$ and let $|\pm\rangle$ be the states with $s_x=\pm\frac12$. To first order in $\zeta$, the term $\zeta l_xs_x$ changes $p_z|\pm\rangle$ into

$$\psi_\pm=\Big[p_z+\frac{\zeta(\pm\frac12)(-i)}{0-E}\,p_y\Big]|\pm\rangle+\dots$$

The dots stand for the admixture of $p_x$ by $\zeta l_ys_y$. It does not matter here, because $\langle p_z|l_x|p_x\rangle=0$. The term $\zeta l_zs_z$ gives nothing, since $l_zp_z=0$.

The orbital moment comes from the cross term between $p_z$ and $p_y$. With $\langle p_z|l_x|p_y\rangle=i$,

$$\langle l_x\rangle_\pm=2\,\mathrm{Re}\Big[i\cdot\frac{\pm\frac12\zeta(-i)}{-E}\Big]=\mp\frac{\zeta}{E}.$$

The spin part is still $\pm g_e/2$ to this order, because $p_y$ is orthogonal to $p_z$. The splitting is $\mu_BB(g_e-2\zeta/E)$, so

$$g_\perp=g_e-\frac{2\zeta}{E}.$$

The spin drives a small circulation of charge about its own direction. About $x$ this is possible because rotation turns $p_z$ towards $p_y$. About $z$ there is nothing to turn.

**Limit: the parallel value without perturbation theory.** For a field along $z$ this case can be solved in closed form. Spin-orbit coupling connects $p_z\!\uparrow$ to $p_+\!\downarrow$, where $p_+=-(p_x+ip_y)/\sqrt2$ has $l_z=1$. From the action of $l_x$ and $l_y$, $(l_x+il_y)p_z=-ip_y-p_x=\sqrt2\,p_+$. Therefore $\frac12\zeta l_+s_-$ has matrix element $\zeta/\sqrt2$. The diagonal energy of $p_+\!\downarrow$ is $E-\zeta/2$. The matrix is

$$\begin{pmatrix}0&\zeta/\sqrt2\\ \zeta/\sqrt2&D\end{pmatrix},\qquad D=E-\frac{\zeta}{2}.$$

Write its lower state as $\cos\varphi\,|p_z\!\uparrow\rangle+\sin\varphi\,|p_+\!\downarrow\rangle$. Diagonalization gives $\cos2\varphi=D/\sqrt{D^2+2\zeta^2}$. Twice the expectation value of $l_z+g_es_z$ is

$$g_\parallel=g_e\cos^2\varphi+(2-g_e)\sin^2\varphi=1+(g_e-1)\cos2\varphi .$$

For $\zeta\ll E$, $\cos2\varphi\approx1-\zeta^2/E^2$. There is no linear term, and $g_\parallel\approx g_e-(g_e-1)\zeta^2/E^2$.

In the opposite limit, $E\to0$, we have $D=-\zeta/2$ and $\cos2\varphi=-\frac13$. Then $g_\parallel=(4-g_e)/3\approx\frac23$, the Landé value for a free $p$ electron with $j=\frac12$. The statement that $g_\parallel$ stays at $g_e$ thus fails when the gap is no longer large compared with $\zeta$.

## Filled levels: which sign?

In silicon there are filled bonding levels below $d$ as well as empty antibonding levels above it. An electron in $d$ cannot enter a filled level, so the one-electron result needs a justification.

At zero field the one-electron levels form Kramers pairs. In the two lowest many-electron states every pair below $d$ holds two electrons, and one member of the $d$ pair is occupied. A filled pair adds the same energy to both states, even after the field has split it. The difference between the two total energies is therefore the splitting of the $d$ pair alone. The one-electron calculation gives the right answer with all levels $n$ included, filled or empty.

The same result can be seen in terms of allowed excitations. Let $V$ be the sum of the spin-orbit and Zeeman terms, and let $d\sigma$ be occupied and $d\bar\sigma$ empty. The allowed process moves an electron from $n\tau$ into $d\bar\sigma$, with second-order energy

$$\sum_\tau\frac{|\langle d\bar\sigma|V|n\tau\rangle|^2}{E_n-E_d}=-\sum_\tau\frac{|\langle d\bar\sigma|V|n\tau\rangle|^2}{E_d-E_n}.$$

The right side is minus the one-electron expression for the opposite spin. Its part linear in $\mathbf B$ reverses with the spin. The two minus signs cancel, leaving the one-electron expression for $\sigma$.

The denominator $E_d-E_n$ is positive for a filled level and negative for an empty one. Filled levels thus raise $g_\perp$ and empty levels lower it.

**Check on the two extremes.** This was tested by diagonalizing five electrons in five orbitals, a space of 252 determinants. The orbitals were $d$, with weight 0.68 on $p_z$, a filled transverse pair 1.5 eV below and an empty pair 3.0 eV above. With all the central $p_x,p_y$ weight in the filled pair, the slope $dg_\perp/d\zeta$ at $\zeta=0$ was $+0.90667$ eV$^{-1}$, which is $2(0.68)/1.5$. With all of it in the empty pair, the slope was $-0.45333$ eV$^{-1}$, which is $-2(0.68)/3.0$.

## General levels and field directions

Now let $d$ be any real, nondegenerate orbital. The operator $\mathbf l$ is imaginary and Hermitian, so its expectation value in a real function is both imaginary and real, hence zero:

$$\langle d|\mathbf l|d\rangle=0 .$$

Orbital moment therefore enters through mixing. The first-order state is

$$|\psi_\sigma\rangle=|d\rangle|\sigma\rangle+\sum_{n\ne d}\sum_j|n\rangle\frac{\zeta\langle n|l_j|d\rangle}{E_d-E_n}\,s_j|\sigma\rangle .$$

Insert it into the orbital Zeeman energy and keep terms linear in $\zeta$. The correction may stand in the ket or in the bra, so there are two terms:

$$\mu_B\zeta\sum_{ij}B_i\sum_n\frac{\langle d|l_i|n\rangle\langle n|l_j|d\rangle+\langle d|l_j|n\rangle\langle n|l_i|d\rangle}{E_d-E_n}\,\langle\sigma'|s_j|\sigma\rangle .$$

The second product is the complex conjugate of the first. The spin Zeeman term adds nothing linear in $\zeta$, since $\langle d|n\rangle=0$. Comparison with $\mu_BB_i\,\Delta g_{ij}S_j$ gives

$$\Delta g_{ij}=2\zeta\sum_{n\ne d}\frac{\mathrm{Re}\,\langle d|l_i|n\rangle\langle n|l_j|d\rangle}{E_d-E_n}.$$

For the single $p$ shell and $i=j=x$ the numerator is $i(-i)=1$ and the denominator is $-E$. The earlier $-2\zeta/E$ is recovered.

## The silicon hybrid

The dangling orbital is a hybrid with a tail on the three neighbours:

$$d=c_s\,s+c_p\,p_z+(\text{tail}),\qquad P=c_p^2 .$$

With $\mathbf l$ restricted to the central atom, the $s$ part and the tail drop out:

$$l_xd=-ic_pp_y,\qquad l_yd=ic_pp_x,\qquad l_zd=0 .$$

Every element of $\Delta g$ with an index $z$ contains $l_zd$ and vanishes. The diagonal perpendicular elements are

$$\Delta g_{xx}=2\zeta P\sum_n\frac{|\langle n|p_y\rangle|^2}{E_d-E_n},\qquad
\Delta g_{yy}=2\zeta P\sum_n\frac{|\langle n|p_x\rangle|^2}{E_d-E_n}.$$

The element $\Delta g_{xy}$ contains $\langle p_y|n\rangle\langle n|p_x\rangle$. It vanishes because, with a mirror plane, levels can be chosen even or odd under $y\to-y$, and none then contains both $p_x$ and $p_y$.

Threefold symmetry makes the two remaining sums equal. Let $w_n$ be the weight of transverse level $n$ on $p_x$, equal to that of its partner on $p_y$. Then

$$\boxed{\,g_\parallel=g_e,\qquad g_\perp=g_e+2\zeta PF,\qquad F=\sum_n\frac{w_n}{E_d-E_n}\,}$$

to first order in $\zeta$. Since the levels form a complete set, $\sum_nw_n=1$.

**Limit: one filled and one empty level.** With gaps $\Delta_b$ below and $\Delta_a$ above,

$$F=\frac{w_b}{\Delta_b}-\frac{w_a}{\Delta_a},\qquad w_a+w_b=1 .$$

For equal weights and gaps the two circulations cancel and $g_\perp=g_e$ to first order in $\zeta$. The orbital is still strongly $p$-like and $\zeta$ is unchanged. A small $g$ shift therefore does not by itself show a small $p$ content.

**Limit: lower symmetry.** Suppose the surroundings differ along $x$ and $y$ but keep both the $xz$ and the $yz$ plane as mirrors. Then $d$ still contains no $p_x$ or $p_y$, so $l_zd=0$ and $g_{zz}$ has no linear shift, while in general $g_{xx}\ne g_{yy}$. This is a limit of the model, not a description of a strained dangling bond: three neighbours can have both mirrors only if one of them lies on the $z$ axis. If one of these mirrors is missing, the hybrid can tilt away from $z$, and $l_zd$ need not vanish. The case with both mirrors was tested by diagonalizing a seven-orbital model with spin for eight random sets of parameters: transverse and axial gaps between 1 and 6 eV, and weights between 0.2 and 0.9. The slopes of all three $g$ values with $\zeta$ agreed with the formulas to within $10^{-6}$ eV$^{-1}$.

## The first parallel shift within the model

At second order $g_\parallel$ does move. Spin-orbit coupling adds to $d\!\uparrow$ a function with reversed spin, $\chi\!\downarrow$. Let $n_+$ be the combination of level $n$ that contains $p_+$, with $u_n=\langle p_+|n_+\rangle$ and $|u_n|^2=w_n$. Since $\frac12l_+d=c_pp_+/\sqrt2$,

$$\chi=\sum_na_n|n_+\rangle,\qquad a_n=\frac{\zeta c_pu_n^*}{\sqrt2\,(E_d-E_n)} .$$

Its norm is

$$C=\sum_n|a_n|^2=\frac{\zeta^2P}{2}\,G,\qquad G=\sum_n\frac{w_n}{(E_d-E_n)^2}.$$

Its orbital moment comes from its total $p_+$ amplitude on the central atom, $\sum_na_nu_n=\zeta c_pF/\sqrt2$. Hence $\langle l_z\rangle=\zeta^2PF^2/2$.

After normalization the weight of $d\!\uparrow$ is $1-C$, so $\langle s_z\rangle=\frac12(1-C)-\frac12C=\frac12-C$. Second-order changes of the wave function with spin up are orthogonal to $d$ and have no $l_z$ element with it. They add nothing at this order. Therefore

$$g_\parallel-g_e=2\langle l_z\rangle-2g_eC=\zeta^2P\,(F^2-g_eG).$$

For the single $p$ shell, $P=1$ and $F^2=G=1/E^2$. This reproduces the term found from the closed solution. In general the Cauchy–Schwarz inequality with $\sum w_n=1$ gives $F^2\le G$, so the shift is negative in this model: the reversed spin outweighs the orbital moment.

## Field at an angle

For a field at angle $\theta$ to the bond, in the $xz$ plane, the effective Hamiltonian is

$$\mu_BB\,(g_\perp\sin\theta\,S_x+g_\parallel\cos\theta\,S_z).$$

This is a spin $\frac12$ in an effective field whose length is set by the two coefficients. The splitting is $g(\theta)\mu_BB$ with

$$g(\theta)^2=g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta .$$

Resonance at microwave frequency $\nu$ occurs at $B=h\nu/(g\mu_B)$. A larger $g$ means a lower field.

## Numbers for an interface dangling bond

The parameters below are rough and round. They are meant to illustrate the dangling bond at the (111) interface between silicon and its oxide, the $P_b$ centre, whose axis is the interface normal. The two gaps and their weights are assumed, not computed from the bands of silicon.

- Spin-orbit constant: $\zeta=18$ meV.
- Orbital: 80 % on the central atom, and 85 % of that part $p$-like, so $P=0.80\times0.85=0.680$.
- Transverse levels: 1.5 eV below and 3.0 eV above $d$, each with half the central $p$ weight.

The level sum is

$$F=\frac{0.50}{1.5}-\frac{0.50}{3.0}=0.1667\ \text{eV}^{-1}.$$

The shift is

$$\Delta g_\perp=2(0.018)(0.680)(0.1667)=0.0041 .$$

It is the sum of $+0.0082$ from the filled level and $-0.0041$ from the empty one. The result is $g_\parallel=2.0023$ and $g_\perp=2.0064$.

At 9.5 GHz the resonance lies at 339.0 mT for a field along the bond and at 338.3 mT across it, a separation of 0.7 mT. For a field along [001], which makes 54.74° with a [111] bond, $\cos^2\theta=\frac13$. Then $g=2.0050$ and the field is 338.5 mT.

Diagonalization of the seven-orbital model at the full $\zeta$ gives $g_\parallel-g_e=-1.16\times10^{-4}$. The second-order formula gives the same value to the digits shown, using $G=0.2778$ eV$^{-2}$. The diagonalization puts $g_\perp$ lower than the first-order value by about $7\times10^{-5}$, or 2 % of the first-order shift.

## Where the parallel rule breaks

The tail on the neighbours can give $g_\parallel$ a shift linear in $\zeta$. Under the assumptions below it is the largest of the omissions estimated here. Suppose it consists of $sp^3$ hybrids pointing at the central atom, so that three quarters of the tail is $p$-like. About a neighbour's own nucleus, $l_z$ turns a $p$ orbital along the unit vector $\mathbf u$ into $i$ times one along $\hat{\mathbf z}\times\mathbf u$, tangential to the ring of three neighbours. The three tangential orbitals together are unchanged by the threefold rotation and odd under the mirrors. This is an $A_2$ combination, which threefold symmetry allows $l_z$ to reach from $d$.

For tetrahedral bonds $|\hat{\mathbf z}\times\mathbf u|^2=\frac89$, so the weight reached is

$$0.20\times0.75\times\tfrac89=0.133 ,$$

to be compared with $P=0.680$ for the perpendicular shift. If these states had the same $\zeta$ and the same $F$ as the central ones, and if cross terms between atoms were absent, $g_\parallel$ would shift by about $8\times10^{-4}$ and $g_\perp$ by a further $5\times10^{-4}$. The true level sums for the tail may differ, even in sign, for both $g$ values, and the cross terms need not be small. The estimate therefore only indicates a possible size, about a fifth of the main shift.

A separate correction does not involve spin-orbit coupling. The relativistic increase of mass reduces the spin Zeeman energy by the fraction $T/mc^2$, where $T$ is the kinetic energy. For the $3p$ orbital of a free silicon atom, restricted open-shell Hartree–Fock in the cc-pVTZ basis gives $T=25.6$ eV and a shift of $-1.0\times10^{-4}$ in all directions. The larger cc-pVQZ basis lowers $T$ by 0.06 eV and leaves the shift unchanged to the digits shown. The diamagnetic part of the spin-orbit interaction is also left out and has not been estimated here.

## Beside the real centre

For the real $P_b$ centre, $g_\parallel$ is lower than $g_e$ by roughly 0.001, and $g_\perp$ is higher than $g_e$ by roughly 0.006. The parallel shift is not explained here: the second-order term and the mass correction together give only about $-2\times10^{-4}$, and the tail estimate above has the opposite sign. With these rough parameters the model gives a perpendicular shift of the right sign and order of magnitude, about a third too small. This agreement rests on the assumed gaps and is not a test of the model. Since $F$ is a difference of two terms, other weights and gaps change its size and even its sign: with the filled level 3.0 eV below $d$ instead of 1.5 eV, the first-order shift vanishes. One assumption that real interfaces break is that of two sharp levels: silicon has broad bands, and states near the band edges have smaller gaps and, for equal weight $w_n$, count more in $F$. The two gaps are thus effective values, chosen to represent $F$. They do not represent $G$ equally well: a band with the same total weight and the same contribution to $F$ as a sharp level contributes more to $G$. With interacting electrons, excitation energies take the place of the gaps, and the weights can change as well. The spin-orbit constant is uncertain too: the 44 meV splitting of the valence band in bulk silicon, read as $\frac32\zeta$, gives $\zeta\approx29$ meV, which would raise the first-order perpendicular shift to 0.0066. Disorder also moves the dangling level. With the other levels held fixed, raising it by 0.1 eV changes $g_\perp$ by $-6.5\times10^{-4}$, and lowering it by 0.1 eV changes $g_\perp$ by $+7.1\times10^{-4}$, about one sixth of the shift in each case. For small displacements the rate of change is $-2\zeta PG$, so broad bands with the same weights and the same contributions to $F$ would make these changes larger. In this model a spread of level positions therefore broadens the perpendicular resonance, while $g_\parallel$ is unaffected at first order.

Thermal excitation between the levels of this model is negligible: at 300 K the thermal energy is 26 meV, and the Boltzmann factor for the 1.5 eV gap is about $6\times10^{-26}$. The charge of a real centre is another matter, set by the Fermi level. A dangling bond that has lost its electron, gained a second one or bonded to hydrogen has no unpaired spin, and the formula does not apply to it. The numerical output lists the main values for the example parameters.

## Calculated quantities

```
INPUTS (rough, round model values)
spin-orbit constant zeta              18.0 meV
weight of d on central atom           0.80
p share of the central part           0.85
central p weight, filled level        0.50
central p weight, empty level         0.50
filled transverse level below d       1.50 eV
empty transverse level above d        3.00 eV
axial levels below / above d          4.0 / 5.0 eV
microwave frequency                   9.50 GHz
FIRST-ORDER RESULT
free-electron g_e                     2.002319
central p_z weight P                  0.680
level sum F                           0.16667 1/eV
level sum G                           0.27778 1/eV^2
shift of g_perp from filled level     +0.008160
shift of g_perp from empty level      -0.004080
total shift of g_perp                 +0.004080
g_par                                 2.002319
g_perp                                2.006399
angle between [111] and [001]         54.74 deg
g at that angle                       2.005040
resonance field, parallel             338.984 mT
resonance field, perpendicular        338.294 mT
resonance field, [001]                338.524 mT
parallel minus perpendicular field    0.689 mT
DIAGONALIZATION, ALL ORDERS IN ZETA
g_par                                 2.002203
g_perp                                2.006332
shift of g_par                        -1.16e-04
second-order formula for g_par shift  -1.16e-04
g_perp beyond first order             -6.75e-05
MANY-ELECTRON SLOPES d(g_perp)/d(zeta)
all central p weight in filled level  +0.90667 1/eV
all central p weight in empty level   -0.45333 1/eV
example weights                       +0.22667 1/eV
SIZES OF NEGLECTED EFFECTS
neighbour weight reached by l_z       0.1333
neighbour estimate, g_par             +8.0e-04
neighbour estimate, g_perp            +5.0e-04
Si 3p kinetic energy (ROHF/cc-pVTZ)   25.6 eV
relativistic mass shift, isotropic    -1.0e-04
g_perp change, d raised by 0.1 eV     -6.5e-04
g_perp change, d lowered by 0.1 eV    +7.1e-04
thermal energy at 300 K               25.9 meV
Boltzmann factor of filled-level gap  6.3e-26
```
